Covariance gradients and effective sample size in trajectory reweighting

**1. The question**

An interatomic potential is often required to reproduce a measured thermal average, such as a mean lattice spacing at 600 K. A simulation with trial parameters gives the average, but not the direction in which to change the parameters. Repeating the simulation for each slightly altered parameter and subtracting the results is costly, because the small difference must be resolved above two sampling errors. The first trajectory already holds the needed information: it shows how the observable and the energy fluctuate together. The questions are how to turn those fluctuations into a gradient, and how far the parameters may move before the trajectory no longer represents the new ensemble.

The algebra uses atomic units, with k_B kept explicit and β = 1/(k_B T). Numbers are given in eV and Å. The system is classical and in equilibrium. The kinetic energy does not depend on the potential parameters θ = (θ_1, θ_2, …), so for observables of the configuration x the momenta integrate out, leaving

p_θ(x) = exp[−βU_θ(x)]/Z_θ,  Z_θ = ∫ dx exp[−βU_θ(x)].  (1)

At constant pressure, x includes the volume V, and PV is added to U. The domain of x does not depend on θ, and the integrals converge well enough to be differentiated under the integral sign.

**2. The gradient as a covariance**

Write ∂_a for ∂/∂θ_a and ⟨…⟩ for an average over p_θ. Differentiating Z_θ gives

∂_a ln Z_θ = (1/Z_θ) ∫ dx (−β ∂_aU) exp(−βU) = −β⟨∂_aU⟩.  (2)

Since ln p_θ = −βU − ln Z_θ, it follows that

∂_a ln p_θ = −β(∂_aU − ⟨∂_aU⟩).  (3)

The minus sign of ln Z_θ has turned the mean into a subtraction. Now let the observable A_θ(x) itself depend on θ. The product rule, with ∂_a p = p ∂_a ln p, gives

∂_a⟨A⟩ = ∫ dx p ∂_aA + ∫ dx p A ∂_a ln p
 = ⟨∂_aA⟩ − β(⟨A ∂_aU⟩ − ⟨A⟩⟨∂_aU⟩)
 = ⟨∂_aA⟩ − β Cov(A, ∂_aU).  (4)

If raising θ_a costs most energy where A is large, the covariance is positive and those configurations lose weight, so ⟨A⟩ falls. A constant added to ∂_aU has no effect, because it shifts all energies equally.

The explicit term ⟨∂_aA⟩ can matter as much as the covariance. Take one harmonic coordinate, U = Kq²/2, and the observable A = U. Then ⟨q²⟩ = k_BT/K, and the explicit term is ⟨q²⟩/2 = k_BT/(2K). Because ∂U/∂K = U/K and a Gaussian coordinate has Var(U) = (k_BT)²/2, the other term is

−β Var(U)/K = −k_BT/(2K).  (5)

The sum is zero, as it must be, since ⟨U⟩ = k_BT/2 for every K. The covariance alone would predict a false dependence on stiffness.

Equation (4) changes if its assumptions do. In one dimension, an upper limit b(θ) of the domain adds p(b)[A(b) − ⟨A⟩]∂_ab: the first part comes from the numerator of the average and the second from Z_θ. For transport coefficients the motion between two times also depends on θ, which (4) does not include. In quantum statistics ∂_aH need not commute with H, so the derivative of exp(−βH) is not simply −β(∂_aH)exp(−βH), and the ordinary covariance is in general no longer sufficient.

**3. Finite steps and the fitting gradient**

Let the trajectory be generated at θ, and let a prime denote an average at θ'. Define

w(x) = exp{−β[U_θ'(x) − U_θ(x)]}.  (6)

Multiplication by w replaces one Boltzmann factor by the other, so

⟨wA⟩ = (1/Z_θ) ∫ dx A exp(−βU_θ') = (Z_θ'/Z_θ)⟨A⟩'.  (7)

Setting A = 1 gives ⟨w⟩ = Z_θ'/Z_θ. Division removes the unknown partition functions:

⟨A⟩' = ⟨wA⟩/⟨w⟩.  (8)

Every region populated at θ' must also have nonzero probability at θ. For N snapshots the estimate is

Â = Σ_n ω_n A_n,  ω_n = w_n/Σ_m w_m.  (9)

Let G_na = ∂U_θ'(x_n)/∂θ'_a and Ĝ_a = Σ_n ω_n G_na. From (6), ∂w_n/∂θ'_a = −βw_nG_na. The quotient rule then gives ∂ω_n/∂θ'_a = −βω_n(G_na − Ĝ_a), and therefore

∂Â/∂θ'_a = Σ_n ω_n ∂A_n/∂θ'_a − β Σ_n ω_n (A_n − Â)(G_na − Ĝ_a).  (10)

Subtracting Â is allowed because Σ_n ω_n(G_na − Ĝ_a) = 0. Equation (10) is the derivative of the finite-sample estimate itself, not merely an approximation to it. An optimizer therefore receives a function and a gradient that agree, even though both carry sampling error.

For several data, let r_k = Â_k − A_k^target, let s_k be the chosen error scale of datum k, and let J_ka = ∂Â_k/∂θ'_a. Then

χ² = Σ_k r_k²/s_k²,  ∂χ²/∂θ'_a = 2 Σ_k J_ka r_k/s_k².  (11)

Replacing r by r + Jη for a small parameter change η, and setting the derivative of the resulting quadratic function to zero, gives the Gauss–Newton equation

JᵀS⁻²J η = −JᵀS⁻² r,  S = diag(s_k).  (12)

If there are as many data as parameters and J is invertible, multiplication by the inverse of JᵀS⁻² leaves Jη = −r. The error scales then drop out of the step.

**4. How many snapshots remain effective**

Suppose first that the snapshots are independent. From (9),

Â − ⟨A⟩' = Σ_n w_n(A_n − ⟨A⟩')/Σ_n w_n.  (13)

Each term of the numerator has zero mean by (8). To leading order in the sampling error, the denominator may be replaced by N⟨w⟩, so

Var(Â) ≈ ⟨w²(A − ⟨A⟩')²⟩/(N⟨w⟩²).  (14)

If A is statistically independent of w, the numerator factors into ⟨w²⟩⟨(A − ⟨A⟩')²⟩. Independence also makes the distribution of A the same at θ and θ', so the second factor is Var'(A). Then

Var(Â) ≈ Var'(A)/N_eff,  N_eff = N⟨w⟩²/⟨w²⟩.  (15)

Replacing averages by sample sums gives the working formula

N_eff = (Σ_n w_n)²/Σ_n w_n².  (16)

It equals N for equal weights and approaches 1 when one snapshot dominates.

Put δ = θ' − θ and ΔU = U_θ' − U_θ = Σ_a δ_a ∂_aU + O(δ²). Since ⟨w²⟩ = ⟨w⟩² + Var(w),

N/N_eff = 1 + Var(w)/⟨w⟩².  (17)

To first order w = 1 − βΔU, so Var(w) = β²Var(ΔU) + O(δ³), while ⟨w⟩² = 1 + O(δ). Hence

N_eff/N = 1 − δᵀFδ + O(δ³),  F_ab = β² Cov(∂_aU, ∂_bU).  (18)

By (3), F_ab is also the average of ∂_a ln p ∂_b ln p, the Fisher information. A lower limit on N_eff/N thus restricts the step most strongly in directions that change the distribution most.

A useful finite-step form follows if ΔU is Gaussian with mean μ and variance σ². The Gaussian integral gives ⟨exp(−sβΔU)⟩ = exp(−sβμ + s²β²σ²/2). Using s = 1 and s = 2,

N_eff/N = exp(−2βμ + β²σ²)/exp(−2βμ + 2β²σ²) = exp(−β²σ²).  (19)

With ΔU linear in δ, β²σ² = δᵀFδ. Demanding N_eff/N ≥ φ then gives the trust region

δᵀFδ ≤ ln(1/φ).  (20)

This estimate is useful for planning a step. The decision to accept it should use (16), which does not assume Gaussian energies.

**5. What the criterion leaves out**

By (4), an observable with no explicit dependence on θ must be correlated with ΔU if a small parameter change is to move it to first order. Let A and ΔU be jointly Gaussian, with covariance C, correlation ρ and standard deviations σ_A and σ. Then

ln⟨exp(tA − sβΔU)⟩ = t⟨A⟩ − sβμ + t²σ_A²/2 − tsβC + s²β²σ²/2.  (21)

The terms in t show that weighting by w^s leaves the variance of A unchanged and moves its mean to ⟨A⟩ − sβC. The target ensemble has s = 1; the factor w² in (14) has s = 2. Their means differ by −βC, so

⟨w²(A − ⟨A⟩')²⟩/⟨w²⟩ = σ_A² + β²C² = σ_A²[1 + ρ²β²σ²].  (22)

Using (19), the variance for independent snapshots is

Var(Â) ≈ [Var'(A)/N_eff][1 + ρ² ln(N/N_eff)].  (23)

At N_eff/N = 0.5 the extra factor lies between 1 and 1.69 in this Gaussian limit.

Successive snapshots are also correlated. Let e_n = w_n(A_n − ⟨A⟩') and let C_t be its stationary covariance at a separation of t snapshots. The variance of the mean of e contains N terms C_0 and, for each t > 0, 2(N − t) terms C_t. Therefore

Var(Σ_n e_n/N) = gC_0/N,  g = 1 + 2 Σ_{t=1}^{N−1} (1 − t/N)C_t/C_0.  (24)

The variance (14) must be multiplied by this statistical inefficiency g.

A third defect cannot be repaired by a factor. Suppose θ' lowers the energy only in a region the trajectory never entered. Every recorded weight is then 1 and (16) returns N, although the reweighted average may be wrong. A large N_eff shows that the recorded weights are even; it does not show that the sampling was complete.

System size matters too. For M independent, identical bonds, w is a product of M factors, and both averages in (15) factor:

(N_eff/N)_M = [(N_eff/N)_1]^M,  F_M = M F_1.  (25)

At fixed φ, (20) makes the allowed step proportional to M^(−1/2) in the small-step regime.

**6. A chain of Morse bonds**

Consider a free one-dimensional chain with 20 bonds and round model parameters; it represents no particular material. Each bond has energy

u(r) = D(1 − y)²,  y = exp[−α(r − r_e)],  (26)

with α = 1.4 Å⁻¹. The total energy is the sum over bonds, so the bond lengths are independent. They are confined to 2.0–3.8 Å, which defines an ensemble of unbroken bonds and keeps the domain fixed. Since ∂y/∂r_e = αy, the energy derivatives are

∂u/∂D = (1 − y)²,  ∂u/∂r_e = −2Dα(1 − y)y.  (27)

The fit starts at D = 0.80 eV and r_e = 2.80 Å. The data are the mean bond length ℓ = ⟨r⟩ and the mean square deviation m = ⟨(r − 2.8 Å)²⟩. Their target values are synthetic, computed for D = 1.00 eV and r_e = 2.86 Å. Gauss–Legendre quadrature with 400 points over one bond gives

start: ℓ = 2.83903 Å, m = 0.021987 Å²,
target: ℓ = 2.89039 Å, m = 0.023740 Å².

At 600 K, k_BT = 0.0517 eV. Equation (4), evaluated by quadrature at the start, gives

∂ℓ/∂D = −0.0553 Å/eV,  ∂ℓ/∂r_e = 0.9996,
∂m/∂D = −0.0364 Å²/eV,  ∂m/∂r_e = 0.0776 Å.  (28)

The first sign can be understood from weak anharmonicity. With s = r − r_e, u ≈ Dα²(s² − αs³). If boundary terms are negligible, integrating the derivative of exp(−βu) gives ⟨u'⟩ = 0, hence 2⟨s⟩ = 3α⟨s²⟩. The harmonic value ⟨s²⟩ = k_BT/(2Dα²) then yields

⟨s⟩ ≈ 3k_BT/(4αD) = 0.035 Å.  (29)

Its derivative with respect to D is −⟨s⟩/D = −0.043 Å/eV. A deeper well is stiffer and reduces thermal expansion; the full Morse result is somewhat larger in magnitude. If the window moved with r_e, the whole distribution would shift rigidly and ∂ℓ/∂r_e would be 1. The fixed window accounts for the small departure.

For the mean bond energy, the explicit part of the D derivative is 0.0348 and the covariance part is −0.0377, leaving −0.0029. The near cancellation is that of (5), now incomplete because the bond is anharmonic.

A simulation must estimate these quantities from snapshots. In the Metropolis runs used here, each bond is displaced by a uniform random amount up to 0.3 Å and accepted or rejected separately; the first 300 steps are discarded. From 200 trajectories of 300 snapshots, taken every second step, the estimates are ∂ℓ/∂D = −0.0571 ± 0.0011 Å/eV and ∂ℓ/∂r_e = 1.001 ± 0.008. The errors are standard errors from the spread between trajectories. The first estimate lies 1.6 standard errors from the quadrature value.

**7. Reading the effective sample size**

Quadrature gives, per bond, F_DD = 0.911 eV⁻², F_Dr = 0.0053 eV⁻¹Å⁻¹ and F_rr = 58.5 Å⁻². The last value has a simple harmonic estimate. With K = 2Dα², ∂u/∂r_e = −Ks, so F_rr = β²K²⟨s²⟩ = βK, or about 61 Å⁻². For 20 bonds and φ = 0.5, the Gaussian estimate (20) for changing one parameter at a time is

|δr_e| ≤ [0.693/(20 × 58.5)]^(1/2) = 0.024 Å,
|δD| ≤ [0.693/(20 × 0.911)]^(1/2) = 0.20 eV.  (30)

Quadrature of the actual weights puts the limits at −0.023 and +0.026 Å for r_e, and at −0.15 and +0.26 eV for D. The symmetric estimate is close for r_e but too generous when D is lowered. Lowering D gives the largest weights to strongly stretched or compressed bonds, which are rare in the original ensemble.

Consider the combined step δD = 0.0472 eV, δr_e = 0.0236 Å, chosen so that δᵀFδ = ln 2. Equation (19) predicts N_eff/N = 0.5; quadrature of the actual weights gives 0.547. With 200 bonds the same step gives 0.547¹⁰ ≈ 0.0024. If instead the step is reduced as M^(−1/2), the fraction is 0.5052 for 2000 bonds and 0.5005 for 200,000. The remaining error falls about tenfold when M grows a hundredfold, as expected from a cubic correction Mδ³ ∝ M^(−1/2).

For this step the squared correlation between chain length and linearized energy change is ρ² = 0.621. Equation (23) predicts a variance factor 1 + 0.621 × 0.693 = 1.43. The 20-bond chain has 1.24, while the two longer chains have 1.407 and 1.428, approaching the Gaussian value.

The effect of time correlation appears in 400 separate trajectories of 800 successive snapshots, all reweighted by this step. Each has an expected N_eff of 0.547 × 800 ≈ 437. The standard error of its mean bond length would then be 0.00148 Å by (15). The factor √1.24 raises this to 0.00164 Å. The weighted deviations, with correlations summed to 60 steps, give g = 4.03, so the final prediction is

0.00164 Å × √4.03 = 0.0033 Å.  (31)

The observed standard deviation among the 400 estimates is 0.0032 Å. Using N_eff alone would have understated the error by more than a factor of two.

**8. The fit**

The first full Newton step is too long for the chosen threshold φ = 0.5. The required changes are 0.05136 Å in ℓ and 0.001753 Å² in m. Solving the two linear equations with (28) gives δD ≈ 0.070 eV and δr_e ≈ 0.055 Å. For 20 bonds,

δᵀFδ ≈ 20(0.911 × 0.070² + 58.5 × 0.055²) ≈ 3.6,  (32)

where the small cross term is omitted. The predicted fraction is exp(−3.6) ≈ 0.03. Halving the step divides the exponent by four and gives about 0.4, still below 0.5; halving again gives about 0.8.

The fit applies this rule with the weights themselves. It takes Newton steps on the reweighted averages, halves any step for which (16) gives N_eff/N < 0.5, and generates new trajectories after a shortened step. It stops when the Newton iteration converges without a shortened step. Each generation uses 200 trajectories of 300 snapshots:

generation 1: D = 0.819 eV, r_e = 2.814 Å, N_eff/N = 0.81
generation 2: D = 0.866 eV, r_e = 2.835 Å, N_eff/N = 0.59
generation 3: D = 0.912 eV, r_e = 2.847 Å, N_eff/N = 0.82
generation 4: D = 0.999 eV, r_e = 2.860 Å, N_eff/N = 0.76

A direct jump from the start to the target parameters would have had a population fraction of 0.032. Individual 300-snapshot trajectories report 0.063 on average, about twice as much. The Gaussian limit shows the reason. Setting A = ΔU in (21) shows that weighting by w² moves the mean of ΔU from μ to μ − 2βσ², so for a large step ⟨w²⟩ is governed by configurations in the lower tail of ΔU. The size of the shift cannot be taken from the Gaussian formula here, because for so large a jump the lower tail of ΔU is much thinner than a Gaussian tail. Quadrature for this chain gives a shift of 2.5 standard deviations, and fewer than one configuration in a thousand lies that far out or farther, where a Gaussian would have about six. Most trajectories of 300 snapshots contain none, and most underestimate ⟨w²⟩. Here both fractions are far below 0.5, so the jump is rejected either way, but with a single short trajectory a threshold set near such small values would rely on an optimistic estimate. The fit applies (16) to all 200 trajectories together, which nearly removes this bias: the average over 16 such sets is 0.033 ± 0.001, consistent with the population value, although single sets still scatter between about 0.025 and 0.04.

A sampling error ε in the averages displaces the solution by −J⁻¹ε. If Σ_A is the covariance matrix of the averages, the parameter covariance is therefore

Σ_θ = J⁻¹Σ_A(J⁻¹)ᵀ.  (33)

Estimating Σ_A from the spread between the final trajectories gives

D = 0.9989 ± 0.0023 eV = 0.0367 hartree,
r_e = 2.8600 ± 0.0002 Å = 5.405 bohr.

Both agree with the parameters that produced the targets within one standard error. Quadrature at the fitted parameters gives ℓ = 2.89045 Å and m = 0.02377 Å², close to the targets. These uncertainties describe sampling alone. Measured data would add their own covariance to Σ_A, and an inadequate functional form would add a systematic error that neither N_eff nor (33) can detect.
